# Coulomb Repulsion of Two Dirac 1s Electrons: verification in Python

```python
"""
Result under test: two electrons in the Dirac 1s states (m = +1/2, -1/2) of a
point nucleus Z repel each other, to first order in 1/r12, with the energy
    J = (Z/gamma) * [1 - h],
    h = Gamma(4 gamma + 1) / (2^(4 gamma) * Gamma(2 gamma + 1)^2),
where gamma = sqrt(1 - (Z alpha)^2), alpha is the fine-structure constant and
c = 1/alpha. Hartree atomic units. For c -> infinity, J -> 5 Z / 8.
The reference values come from explicit four-component spinors by quadrature.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma as Gamma, gammainc, digamma

ALPHA = constants.fine_structure
C_LIGHT = 1.0 / ALPHA
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def gamma_rel(Z, c=C_LIGHT):
    return np.sqrt(1.0 - (Z / c) ** 2)


def spinor(points, m, Z, c=C_LIGHT):
    """Normalized 1s spinor; m = 0 is spin up, m = 1 is spin down."""
    g = gamma_rel(Z, c)
    b = (Z / c) / (1.0 + g)
    r = np.linalg.norm(points, axis=-1)
    sigma_r = np.einsum("...k,kij->...ij", points / r[..., None], PAULI)
    norm2 = (1 + g) * (2 * Z) ** (2 * g + 1) / (8 * np.pi * Gamma(2 * g + 1))
    radial = np.sqrt(norm2) * r ** (g - 1) * np.exp(-Z * r)
    psi = np.zeros(r.shape + (4,), dtype=complex)
    psi[..., m] = radial
    psi[..., 2:] = 1j * b * radial[..., None] * sigma_r[..., :, m]
    return psi


def h_ratio(g):
    return Gamma(4 * g + 1) / (2 ** (4 * g) * Gamma(2 * g + 1) ** 2)


def repulsion_formula(Z, c=C_LIGHT):
    g = gamma_rel(Z, c)
    return Z / g * (1 - h_ratio(g))


def quadrature(Z, c=C_LIGHT, n=160):
    """Norm, <1/r> and <1/r_greater> from the spinor density."""
    x, w = np.polynomial.legendre.leggauss(n)
    s, w = 0.5 * (x + 1), 0.5 * w
    r_max = 30.0 / Z
    r, dr = r_max * s ** 3, 3 * r_max * s ** 2 * w
    t, dt = s ** 3, 3 * s ** 2 * w
    direction = np.array([2.0, -1.0, 2.0]) / 3.0

    def radial_density(radius):
        psi = spinor(radius[..., None] * direction, 0, Z, c)
        return 4 * np.pi * radius ** 2 * np.sum(abs(psi) ** 2, axis=-1)

    outer = radial_density(r)
    inner = radial_density(r[:, None] * t[None, :]) @ dt
    return (np.sum(outer * dr), np.sum(outer / r * dr),
            2 * np.sum(outer * inner * dr))


# The spinors solve the Dirac equation with E = gamma c^2 (finite differences).
Z_MAIN = 80
g_main = gamma_rel(Z_MAIN)
points = np.array([[0.5, -0.7, 0.4], [1.1, 0.3, -0.8], [-0.2, 0.9, 1.3]]) / Z_MAIN
step = 2e-3 / Z_MAIN
beta = np.array([1, 1, -1, -1])
worst_residual = 0.0
for m in (0, 1):
    psi = spinor(points, m, Z_MAIN)
    r = np.linalg.norm(points, axis=-1)[:, None]
    h_psi = C_LIGHT ** 2 * beta * psi - Z_MAIN / r * psi
    for k in range(3):
        e = np.zeros(3)
        e[k] = step
        derivative = (8 * (spinor(points + e, m, Z_MAIN)
                           - spinor(points - e, m, Z_MAIN))
                      - spinor(points + 2 * e, m, Z_MAIN)
                      + spinor(points - 2 * e, m, Z_MAIN)) / (12 * step)
        alpha_k = np.kron(np.array([[0, 1], [1, 0]]), PAULI[k])
        h_psi += -1j * C_LIGHT * derivative @ alpha_k.T
    residual = h_psi - g_main * C_LIGHT ** 2 * psi
    relative = np.max(abs(residual)) / (Z_MAIN ** 2 * np.max(abs(psi)))
    worst_residual = max(worst_residual, relative)
assert worst_residual < 1e-7

# Spherical density, equal for both states; overlap density zero pointwise.
rng = np.random.default_rng(3)
directions = rng.normal(size=(50, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
up = spinor(directions / Z_MAIN, 0, Z_MAIN)
down = spinor(directions / Z_MAIN, 1, Z_MAIN)
density_up = np.sum(abs(up) ** 2, axis=1)
density_down = np.sum(abs(down) ** 2, axis=1)
overlap = np.max(abs(np.sum(up.conj() * down, axis=1))) / density_up[0]
assert np.ptp(density_up) < 1e-12 * density_up[0]
assert np.allclose(density_up, density_down, rtol=1e-12, atol=0)
assert overlap < 1e-12

# The average of 1/r12 over directions is 1/r_greater.
for r1, r2 in ((1.0, 0.6), (0.3, 1.7)):
    average = quad(lambda u: 0.5 / np.sqrt(r1**2 + r2**2 - 2*r1*r2*u), -1, 1)[0]
    assert abs(average - 1 / max(r1, r2)) < 1e-10

# Incomplete-gamma integrals, each piece against direct integration.
for g in (0.35, g_main, 1.0):
    a = 2 * g

    def lower(s, x):
        return Gamma(s) * gammainc(s, x)

    full = quad(lambda x: x**(a-1) * np.exp(-x) * lower(a+1, x), 0, 60,
                epsabs=1e-11, limit=200)[0]
    first = quad(lambda x: x**(a-1) * np.exp(-x) * lower(a, x), 0, 60,
                 epsabs=1e-11, limit=200)[0]
    second = quad(lambda x: x**(2*a-1) * np.exp(-2*x), 0, 60,
                  epsabs=1e-11, limit=200)[0]
    assert abs(first - Gamma(a) ** 2 / 2) < 1e-8
    assert abs(second - Gamma(2 * a) / 2 ** (2 * a)) < 1e-8
    assert abs(full - (g * Gamma(a)**2 - Gamma(2*a) / 2**(2*a))) < 1e-8
    for x in (0.4, 2.5):
        by_parts = a * lower(a, x) - x ** a * np.exp(-x)
        direct = quad(lambda y: y ** a * np.exp(-y), 0, x)[0]
        assert abs(direct - by_parts) < 1e-8

# Closed form against the spinor quadrature.
Z_VALUES = (2, 10, 30, 50, 80)
numeric = {}
for Z in Z_VALUES:
    norm, inverse_r, repulsion = quadrature(Z)
    numeric[Z] = (norm, inverse_r, repulsion)
    assert abs(norm - 1) < 1e-9
    assert abs(inverse_r * gamma_rel(Z) / Z - 1) < 1e-9
    assert abs(repulsion / repulsion_formula(Z) - 1) < 1e-9
per_charge = [numeric[Z][2] / Z for Z in Z_VALUES]
brackets = [numeric[Z][2] / numeric[Z][1] for Z in Z_VALUES]
assert np.all(np.diff(per_charge) > 0) and np.all(np.diff(brackets) < 0)

# Duplication form of h and its logarithmic derivative.
for g in (0.1, 0.5, g_main, 1.0):
    short = Gamma(2 * g + 0.5) / (np.sqrt(np.pi) * Gamma(2 * g + 1))
    assert abs(short / h_ratio(g) - 1) < 1e-12
    d = 1e-5
    slope = (np.log(h_ratio(g + d)) - np.log(h_ratio(g - d))) / (2 * d)
    analytic = 2 * (digamma(2 * g + 0.5) - digamma(2 * g + 1))
    assert abs(slope - analytic) < 1e-7 and analytic < 0

# Nonrelativistic limit: exact integral with the Schroedinger 1s density,
# and the Dirac spinors with a very large speed of light.
x, y = sp.symbols("x y", positive=True)
inside = sp.integrate(4 * y**2 * sp.exp(-2*y), (y, 0, x))
nonrel = sp.integrate(sp.expand(2 * 4 * x * sp.exp(-2*x) * inside), (x, 0, sp.oo))
assert sp.simplify(nonrel - sp.Rational(5, 8)) == 0
large_c = quadrature(2, c=1e5)[2]
assert abs(large_c - 2 * float(nonrel)) < 1e-8

# First relativistic correction, extrapolated from quadrature at small Z alpha.
coefficient = 0.75 * (1 - np.log(2))
x1, x2 = (5 * ALPHA) ** 2, (10 * ALPHA) ** 2
q1 = (quadrature(5)[2] / 5 - 0.625) / x1
q2 = (quadrature(10)[2] / 10 - 0.625) / x2
extrapolated = (q1 * x2 - q2 * x1) / (x2 - x1)
assert abs(extrapolated - coefficient) < 2e-5

# Limit gamma -> 0: the radial density becomes a pure exponential.
limit_zero = 4 * quad(lambda u: np.exp(-u) * (-np.expm1(-u)) / u, 0, 60)[0]
assert abs(limit_zero - 4 * np.log(2)) < 1e-8
assert abs((1 - h_ratio(1e-6)) / 1e-6 - limit_zero) < 1e-4

# Worked example and table.
J_main = repulsion_formula(Z_MAIN)
J_nonrel = float(nonrel) * Z_MAIN
one_electron = (g_main - 1) * C_LIGHT ** 2
print(f"speed of light c = {C_LIGHT:.6f} a.u.")
print(f"hartree in eV = {HARTREE_EV:.6f} eV")
print(f"Worked example: two-electron mercury ion, Z = {Z_MAIN}")
print(f"Z alpha = {Z_MAIN * ALPHA:.6f} (no unit)")
print(f"gamma = {g_main:.6f} (no unit)")
print(f"small-component factor b = {Z_MAIN*ALPHA/(1+g_main):.6f} (no unit)")
print(f"Gamma(4 gamma + 1) = {Gamma(4*g_main+1):.6f} (no unit)")
print(f"Gamma(2 gamma + 1) = {Gamma(2*g_main+1):.6f} (no unit)")
print(f"2^(4 gamma) = {2**(4*g_main):.6f} (no unit)")
print(f"h = {h_ratio(g_main):.6f} (no unit)")
print(f"bracket 1 - h = {1-h_ratio(g_main):.6f} (no unit)")
print(f"<1/r> = Z/gamma = {Z_MAIN/g_main:.5f} 1/bohr")
print(f"J closed form = {J_main:.5f} hartree")
print(f"J spinor quadrature = {numeric[Z_MAIN][2]:.5f} hartree")
print(f"J closed form = {J_main*HARTREE_EV:.2f} eV")
print(f"5Z/8 = {J_nonrel:.5f} hartree")
print(f"J - 5Z/8 = {J_main-J_nonrel:.5f} hartree")
print(f"relative increase over 5Z/8 = {100*(J_main/J_nonrel-1):.2f} percent")
print(f"one-electron energy (gamma-1)c^2 = {one_electron:.4f} hartree")
print(f"first-order total energy = {2*one_electron+J_main:.4f} hartree")
print("Table: Z, gamma, 1-h, J/Z, J, J quadrature, 5Z/8, J with first correction")
print("(Z, gamma, 1-h: no unit; all others: hartree)")
for Z in Z_VALUES:
    g, J = gamma_rel(Z), repulsion_formula(Z)
    corrected = Z * (0.625 + coefficient * (Z * ALPHA) ** 2)
    print(f"{Z:3d} {g:.6f} {1-h_ratio(g):.6f} {J/Z:.6f} {J:.5f} "
          f"{numeric[Z][2]:.5f} {0.625*Z:.5f} {corrected:.5f}")
print(f"correction coefficient (3/4)(1-ln 2) = {coefficient:.6f} (no unit)")
print(f"same coefficient from quadrature = {extrapolated:.6f} (no unit)")
print(f"nonrelativistic J/Z, exact integral = {nonrel} hartree")
print(f"J for Z = 2 with c = 100000 a.u. = {large_c:.8f} hartree")
print(f"J/Z for gamma -> 0 = {limit_zero:.6f} hartree")
print(f"Dirac equation, largest scaled residual = {worst_residual:.1e} (no unit)")
print(f"largest overlap density / density = {overlap:.1e} (no unit)")
print("all tests passed")
```

Printed output:

```
speed of light c = 137.035999 a.u.
hartree in eV = 27.211386 eV
Worked example: two-electron mercury ion, Z = 80
Z alpha = 0.583788 (no unit)
gamma = 0.811906 (no unit)
small-component factor b = 0.322196 (no unit)
Gamma(4 gamma + 1) = 8.259055 (no unit)
Gamma(2 gamma + 1) = 1.455614 (no unit)
2^(4 gamma) = 9.498001 (no unit)
h = 0.410398 (no unit)
bracket 1 - h = 0.589602 (no unit)
<1/r> = Z/gamma = 98.53358 1/bohr
J closed form = 58.09556 hartree
J spinor quadrature = 58.09556 hartree
J closed form = 1580.86 eV
5Z/8 = 50.00000 hartree
J - 5Z/8 = 8.09556 hartree
relative increase over 5Z/8 = 16.19 percent
one-electron energy (gamma-1)c^2 = -3532.1921 hartree
first-order total energy = -7006.2886 hartree
Table: Z, gamma, 1-h, J/Z, J, J quadrature, 5Z/8, J with first correction
(Z, gamma, 1-h: no unit; all others: hartree)
  2 0.999893 0.624982 0.625049 1.25010 1.25010 1.25000 1.25010
 10 0.997334 0.624560 0.626230 6.26230 6.26230 6.25000 6.26226
 30 0.975743 0.620940 0.636377 19.09130 19.09130 18.75000 19.08089
 50 0.931059 0.613105 0.658503 32.92513 32.92513 31.25000 32.78191
 80 0.811906 0.589602 0.726195 58.09556 58.09556 50.00000 56.27469
correction coefficient (3/4)(1-ln 2) = 0.230140 (no unit)
same coefficient from quadrature = 0.230139 (no unit)
nonrelativistic J/Z, exact integral = 5/8 hartree
J for Z = 2 with c = 100000 a.u. = 1.25000000 hartree
J/Z for gamma -> 0 = 2.772589 hartree
Dirac equation, largest scaled residual = 8.6e-11 (no unit)
largest overlap density / density = 0.0e+00 (no unit)
all tests passed
```
